# Temperature rise from a 10 keV cascade in a million-atom cell

**Question**

I am setting up a classical molecular dynamics simulation of a collision cascade. One atom in a periodic cell receives 10 keV of kinetic energy, and I follow the cell until it settles. There is no thermostat. I was told that with one million atoms the final equilibrium temperature rises by about 39 K if the atoms are treated as harmonic, and that this sets the size of the cell.

I cannot reproduce the number. I set the deposited energy equal to $\tfrac32 N k_B\Delta T$ and get about 77 K, twice the claimed value. I am also unsure about the momentum of the struck atom: it sets the whole cell drifting, and drift is not heat. Does that change the answer? And if 39 K is right, how do I turn it into a rule for choosing the cell?

**Answer**

The 39 K is right for the final state, under conditions given below. Your 77 K is the rise in the kinetic temperature just after the impact, before any of the added energy has become potential energy. The drift does not change the result, because two corrections cancel.

**What is assumed**

Let the cell hold $N$ atoms of equal mass $m$, and let $E$ be the energy given to one of them. The volume is fixed, no energy leaves the cell, and in the final state no energy remains stored in defects. The atoms then vibrate about stable sites with small amplitude, so their potential energy is quadratic in the displacements. The same is assumed of the equilibrium state before the impact. The harmonic assumption concerns these two states only. It does not describe the violent collisions between them, and it need not: energy conservation connects the two ends of the process.

The algebra is in atomic units, with Boltzmann's constant $k_B$ kept to convert kelvin to energy. Numerical values are in eV, angstrom and kelvin.

**How much energy one kelvin costs**

Take first a single energy term $c|x|^n$, with $c>0$, at temperature $T$. Here $x$ may be a momentum or a displacement. With $\beta=1/(k_BT)$, its Boltzmann integral is

$$
Z(\beta)=\int_{-\infty}^{\infty}e^{-\beta c|x|^n}\,dx .
$$

Substitute $x=(\beta c)^{-1/n}y$. The exponent becomes $-|y|^n$, and $dx$ supplies a factor:

$$
Z(\beta)=(\beta c)^{-1/n}\int_{-\infty}^{\infty}e^{-|y|^n}\,dy .
$$

The remaining integral does not depend on $\beta$. Differentiating $\ln Z$ brings down $-c|x|^n$ under the integral, so the mean energy is

$$
\langle c|x|^n\rangle=-\frac{d\ln Z}{d\beta}=\frac{1}{n\beta}=\frac{k_BT}{n}.
$$

A quadratic term, $n=2$, therefore holds $\tfrac12k_BT$ whatever its coefficient. Stiff and soft springs hold the same mean energy, and heavy and light atoms the same mean kinetic energy.

In a crystal the displacements are coupled, so the potential energy is not at once a sum of separate squares. It has the form

$$
W=W_{\min}+\frac12\sum_{a,b}K_{ab}u_au_b ,
$$

where $a$ and $b$ run over all $3N$ displacement components and $K$ is symmetric. A symmetric matrix has orthonormal eigenvectors. Using them as new axes gives normal coordinates $q_j$ with momenta $p_j$. Because the masses are equal, this rotation leaves the kinetic energy a sum of squares:

$$
H=W_{\min}+\sum_j\left(\frac{p_j^2}{2m}+\frac12m\omega_j^2q_j^2\right).
$$

Three of these modes are uniform translations of the whole cell. They have $\omega_j=0$ and hence no potential energy. For a million atoms I first ignore this small exception and count $3N$ vibrations. Each has one quadratic kinetic term and one quadratic potential term, so

$$
U(T)=W_{\min}+3N\left(\frac12k_BT+\frac12k_BT\right)=W_{\min}+3Nk_BT .
$$

Your expression $\tfrac32Nk_BT$ contains the kinetic half alone.

**The energy balance**

Let the cell start at $T_0$ and finish at $T_f$. With no loss and no stored energy,

$$
U(T_f)-U(T_0)=E .
$$

The constant $W_{\min}$ cancels, leaving $3Nk_B(T_f-T_0)=E$. Therefore

$$
\boxed{\Delta T=T_f-T_0=\frac{E}{3Nk_B}}
$$

The starting temperature, the atomic mass and the spring constants have all dropped out, so no particular material is needed. For $E=10000$ eV and $N=10^6$,

$$
\Delta T=\frac{10000\ \text{eV}}{3\times10^6\times8.617333\times10^{-5}\ \text{eV/K}}
=\frac{10000}{258.52}\ \text{K}=38.68\ \text{K}.
$$

A cell that started at 300 K ends near 339 K. In atomic units the deposited energy is 367.493 hartree. Spread over the cell, it is only 0.0100 eV per atom, or 0.00333 eV per vibration.

The harmonic assumption matters for the factor 3. If every potential term were quartic instead, each would hold $\tfrac14k_BT$. An atom would then hold $3(\tfrac12+\tfrac14)k_BT=\tfrac94k_BT$, and the rise would be larger by $3/(9/4)=4/3$. A real crystal at moderate temperature is much closer to the quadratic case, but near melting the correction should be checked.

**What happens to the drift**

Suppose that the cell is at rest and that the struck atom is at rest too. It receives momentum $p$, with $p^2/(2m)=E$. Total momentum is conserved, so the whole cell of mass $Nm$ drifts with energy

$$
E_{\text{drift}}=\frac{p^2}{2Nm}=\frac1N\frac{p^2}{2m}=\frac EN .
$$

This energy never becomes heat. The energy left for internal motion is

$$
E_{\text{int}}=E-\frac EN=E\,\frac{N-1}{N}.
$$

The number of vibrations is also reduced, from $3N$ to $3N-3=3(N-1)$, because the three translations do not count. We need to know how $E_{\text{int}}$ is shared at equilibrium in an isolated cell. Rescale every internal momentum and normal coordinate so that the internal energy reads $\sum_k y_k^2$. There are $6(N-1)$ variables $y_k$. At equilibrium all states of equal energy are equally likely. The rescaling is linear, so it multiplies all volumes by the same constant and preserves this rule. No $y_k$ is then distinguished from another, and each square has the same mean, $E_{\text{int}}/[6(N-1)]$.

Half of the variables are momenta, so the mean kinetic energy is $\langle K\rangle=E_{\text{int}}/2$. If the cell was already warm, its earlier thermal energy is shared by the same rule. The mean kinetic energy is proportional to the total internal energy, so the added part still raises it by $E_{\text{int}}/2$, and $\langle K\rangle$ below means this increase. Defining the temperature by the kinetic energy relative to the centre of mass, we find

$$
\Delta T=\frac{2\langle K\rangle}{3(N-1)k_B}
=\frac{1}{3(N-1)k_B}\,E\,\frac{N-1}{N}
=\frac{E}{3Nk_B}.
$$

The factors $N-1$ cancel, so for this initial state the simple formula holds even in a small harmonic cell. If the struck atom already has thermal velocity $\mathbf v_0$ and the kick adds $\mathbf w$, the deposited energy is

$$
E=\frac m2|\mathbf v_0+\mathbf w|^2-\frac m2v_0^2
=\frac m2w^2+m\,\mathbf v_0\cdot\mathbf w .
$$

The drift energy, for a cell with no total momentum beforehand, is $mw^2/(2N)=(E-m\mathbf v_0\cdot\mathbf w)/N$. Repeating the division above changes the result by the relative amount $m\mathbf v_0\cdot\mathbf w/[E(N-1)]$, which is negligible for a million atoms.

**Where the 77 K comes from**

At the instant of impact the atoms have not yet moved, so the potential energy is unchanged. All the added energy is kinetic. A program that converts the kinetic energy of the internal motion to a temperature will report a rise of

$$
\Delta T_{\text{kin}}(0)=\frac{2E_{\text{int}}}{3(N-1)k_B}
=\frac{2E}{3Nk_B}=77.36\ \text{K}.
$$

As the motion spreads, half of the added energy passes into potential energy and the reading falls to 38.68 K. The early value is not a temperature in the thermal sense. Nearly all the added energy sits in a few atoms, and the average says nothing about how hot the core of the cascade becomes.

**Why a halved reading does not prove equilibrium**

Consider a strictly harmonic lattice, initially undisplaced. A vibrating mode $j$, with $\omega_j>0$, has velocity $a_j\cos\omega_jt$, where $a_j$ is its share of the initial kick. Its energy is $\tfrac12ma_j^2$ at all times, while its mean kinetic energy is

$$
\frac12ma_j^2\,\overline{\cos^2\omega_jt}=\frac14ma_j^2 .
$$

The kinetic share therefore averages one half, as at equilibrium. Yet no mode ever exchanges energy with another, so the lattice cannot forget how it was started. Anharmonic forces are needed for that, and when they are weak it can take long.

I checked this on a 32-atom periodic face-centred cubic cell with springs between nearest neighbours. In reduced units the mass, spring constant and bond length are all 1. The spring force is linear in the bond length, but the bonds also turn as the atoms move, which makes the full motion anharmonic. A useful measure of memory is the mean kinetic energy of the struck atom divided by the average over all atoms. It should be 1 at equilibrium, although a value near 1 for this one atom does not by itself prove equal sharing among all atoms. Relative to the centre of mass it starts at $N-1=31$.

- In the linearized cell, an average over 4000 random times gives a kinetic share of 0.502, but a ratio of 9.2. Both numbers carry a sampling error in the last digit; over infinite time the share is exactly one half.
- In the full motion after a kick of energy 0.40, the kinetic share is 0.5015 and the measured temperature is 0.3 % above the formula. The ratio is still 2.3, so this run has not reached equilibrium, although its temperature reading looks right.
- After a stronger kick of 1.50, with longer settling and averaging times, the ratio is 1.23 and the temperature is 0.5 % above the formula.

The last run passed a test that allowed the ratio to differ from 1 by 0.3. It is much closer to equal sharing. The 23 % excess is not a reproducible figure, because the motion is chaotic. Repeating the run with the kick direction changed by one part in a million, or with the time step doubled, gives ratios from 0.89 to 1.06, and atoms that were not struck scatter about 1 by 10 to 20 %. Within this scatter from the finite averaging time the ratio is consistent with 1. The two runs do not isolate the effect of kick strength, since their durations differ. For your own simulation the lesson is to check how the kinetic energy is distributed, as well as its total.

**Turning the result into a cell size**

Suppose you will accept a rise of at most $\Delta T_{\max}$. Requiring $E/(3Nk_B)\le\Delta T_{\max}$ and multiplying by the positive quantity $N/\Delta T_{\max}$ gives

$$
N\ge\frac{E}{3k_B\Delta T_{\max}} .
$$

If each atom occupies a volume $\Omega$, a cubic cell has volume $L^3=N\Omega$. Its edge must satisfy

$$
L\ge\left(\frac{E\,\Omega}{3k_B\Delta T_{\max}}\right)^{1/3}.
$$

As a round model value take $\Omega=12$ cubic angstrom. One million atoms then fill a cube of edge $(1.2\times10^7)^{1/3}=228.9$ angstrom. For other limits, still with 10 keV:

| Allowed rise (K) | Minimum number of atoms | Edge (angstrom) |
|---:|---:|---:|
| 10 | 3868173 | 359.4 |
| 20 | 1934087 | 285.2 |
| 39 | 991840 | 228.3 |
| 50 | 773635 | 210.2 |
| 100 | 386818 | 166.8 |

For example, a limit of 20 K gives $10000/(3\times8.617333\times10^{-5}\times20)$, rounded up to the next whole atom. The last digits show that rounding; they are not a meaningful precision for a real crystal.

Halving the allowed rise doubles the number of atoms but lengthens the edge only by $2^{1/3}\approx1.26$. So a million atoms is enough if you can accept 39 K, and too few if your limit is 20 K. The number 39 K does not itself say which limit is suitable. That depends on how strongly the process you study, such as defect migration, responds to temperature.

If you run several cascades in the same isolated cell without cooling it between them, the deposited energies add. After $M$ equal events the rise is $M E/(3Nk_B)$, provided that the final state remains harmonic. Ten events of 10 keV would give about 387 K, so the limit must then apply to the whole series.

The rule concerns average heating and nothing else. A cell may satisfy it and still be too small for the cascade, which can reach across the periodic boundary and meet its own image. That must be checked from the atomic trajectories.

**When the final rise is not 39 K**

*Stored or lost energy.* Vacancies and interstitial atoms left after the cascade hold potential energy. If an amount $E_s$ stays in them and the vibrations keep nearly the same heat capacity, the balance becomes $3Nk_B\Delta T=E-E_s$. With 200 eV stored, as an illustration, the heat is 9800 eV and the rise is 37.9 K, which is 2 % lower. Energy removed by a thermostat, or by a friction force that represents losses to electrons, is subtracted in the same way.

*Quantum vibrations.* Your simulation is classical, so the classical heat capacity is the right one for it. A real crystal can heat more. To see this, use the Einstein model, in which all $3N$ vibrations have the same quantum $\varepsilon$. Measured from the ground state, the levels are $0,\varepsilon,2\varepsilon,\ldots$, and the Boltzmann sum is geometric:

$$
Z=\sum_{n=0}^{\infty}e^{-n\beta\varepsilon}=\frac{1}{1-e^{-\beta\varepsilon}} .
$$

The mean energy per vibration follows as before:

$$
u(T)=-\frac{d\ln Z}{d\beta}
=\frac{\varepsilon e^{-\beta\varepsilon}}{1-e^{-\beta\varepsilon}}
=\frac{\varepsilon}{e^{\varepsilon/(k_BT)}-1}.
$$

Writing $z=\varepsilon/(k_BT)$ and differentiating with respect to $T$ gives the heat capacity per vibration,

$$
\frac{du}{dT}=k_B\frac{z^2e^z}{(e^z-1)^2}
=k_B\left[\frac{z/2}{\sinh(z/2)}\right]^2<k_B .
$$

The inequality holds because $\sinh s>s$ for $s>0$. Each kelvin costs less energy than in the classical case, so the same deposit produces a larger rise.

If the crystal starts at absolute zero, the final temperature satisfies $u(T_f)=E/(3N)$. Inverting $u$ gives

$$
T_f=\frac{\varepsilon}{k_B\ln(1+3N\varepsilon/E)} .
$$

For $\varepsilon=0.03$ eV, the ratio $3N\varepsilon/E$ is $0.03/0.003333=9$. Hence

$$
T_f=\frac{0.03}{8.617333\times10^{-5}\times\ln10}\ \text{K}=151\ \text{K}.
$$

From 300 K, solving $u(T_f)-u(300\ \text{K})=E/(3N)$ gives a rise of 42.6 K. In this model the classical estimate is therefore about 4 K too low for a start at room temperature, and fails badly for a very cold start. At high temperature $z$ tends to zero, the bracket tends to 1, and the classical result returns. The model counts vibrations only. In a metal the conduction electrons also absorb heat, which offsets part of this difference.

The main computed values appear in the numerical output below; apart from the spread quoted for repeated strong-kick runs, the others follow from them by simple arithmetic.

## Table of computed values

```
Boltzmann constant: 8.617333e-05 eV/K
deposited energy E: 10000 eV = 367.493 hartree
number of atoms N: 1000000
starting temperature: 300 K
added energy per atom E/N: 0.0100 eV
added energy per vibration E/(3N): 0.003333 eV
temperature rise, formula: 38.682 K
temperature rise, numerical balance: 38.682 K
final temperature: 338.68 K
kinetic reading just after impact, rise: 77.36 K
centre-of-mass drift energy E/N: 0.0100 eV
quadratic term, mean/(kB T): 0.500000
quartic term, mean/(kB T): 0.250000
volume per atom: 12.0 angstrom^3
cubic cell edge for N atoms: 228.9 angstrom
allowed rise 10 K: N >= 3868173, edge 359.4 angstrom
allowed rise 20 K: N >= 1934087, edge 285.2 angstrom
allowed rise 39 K: N >= 991840, edge 228.3 angstrom
allowed rise 50 K: N >= 773635, edge 210.2 angstrom
allowed rise 100 K: N >= 386818, edge 166.8 angstrom
stored defect energy, example: 200 eV
rise with that energy stored: 37.908 K
Einstein quantum: 0.030 eV
quantum rise from 300 K: 42.63 K
quantum rise from 0 K: 151.19 K
dynamics: atoms 32, time step 0.05 (reduced)
weak kick: energy 0.40 (reduced)
weak kick: settling time 1000 (reduced)
weak kick: averaging time 2000 (reduced)
weak kick: measured temperature 0.004179 (reduced)
weak kick: formula temperature 0.004167 (reduced)
weak kick: relative energy error 1.6e-03
weak kick: kinetic share 0.5015
weak kick: struck/average kinetic energy 2.302
strong kick: energy 1.50 (reduced)
strong kick: settling time 1500 (reduced)
strong kick: averaging time 3500 (reduced)
strong kick: measured temperature 0.015706 (reduced)
strong kick: formula temperature 0.015625 (reduced)
strong kick: relative energy error 1.3e-03
strong kick: kinetic share 0.5026
strong kick: struck/average kinetic energy 1.231
harmonic cell: kinetic share 0.5024
harmonic cell: struck/average kinetic energy 9.211
```
